# Mode-Averaged Transmission from Weakly Doped Graphene into a Highly Doped Contact

A massless electron has no length of its own. In graphene with Dirac velocity \(v\), an energy \(E\) measured from the Dirac point corresponds to a wavenumber \(|E|/\hbar v\), and there is no mass from which a second length could be built. If a straight, abrupt potential step separates a channel of Fermi wavenumber \(k\) from a contact of wavenumber \(k_c\), the transmission probability can therefore depend only on the ratios \(k_y/k\) and \(k_c/k\), where \(k_y\) is the conserved wavenumber along the step. Let \(k_c/k\) go to infinity and, provided the limit exists, one variable remains, the angle of incidence \(\phi\) defined by \(k_y=k\sin\phi\). Averaging over all incident modes then leaves a pure number, independent of the channel's density and of \(v\).

Symmetry restricts the function further. For one valley take

\[
H=\hbar v\left(-i\sigma_x\partial_x+\sigma_y k_y\right)+V(x),
\]

with the channel at \(x<0\) and the contact at \(x>0\). Conjugation with \(\sigma_x\) reverses the sign of \(\sigma_y\), so it turns the problem for \(k_y\) into that for \(-k_y\) and leaves the current operator \(v\sigma_x\) unchanged. Hence \(T(\phi)=T(-\phi)\). At \(k_y=0\) the Hamiltonian commutes with \(\sigma_x\); a right-moving state cannot turn into a left-moving one, and \(T(0)=1\). The rest of the function requires matching.

The assumptions are ballistic motion, zero temperature, no scattering between valleys, and a contact that absorbs every electron that enters it. Write \(E-V(x)=\hbar v\,\kappa(x)\), where \(\kappa\) carries a sign: \(\kappa=k>0\) in the channel and \(\kappa=k_c\) in the contact. A unipolar step has \(k_c>0\) and a bipolar one \(k_c<0\). Multiplying \((-i\sigma_x\partial_x+\sigma_yk_y)\psi=\kappa\psi\) by \(i\sigma_x\) and using \(\sigma_x\sigma_y=i\sigma_z\) gives

\[
\frac{d\psi}{dx}=\left(i\kappa\sigma_x+k_y\sigma_z\right)\psi .
\]

The right side is finite at a step of finite height, so both components of \(\psi\) are continuous. The infinite-doping limit is taken after the matching. The current \(v\psi^\dagger\sigma_x\psi\) is conserved, because in its derivative the terms with \(\kappa\) cancel and the terms with \(k_y\) combine to \(\sigma_z\sigma_x+\sigma_x\sigma_z=0\).

In a uniform region a plane wave with wavevector \((q_x,k_y)\) obeys \((q_x+ik_y)\psi_1=\kappa\psi_2\), so the ratio of its components is \((q_x+ik_y)/\kappa\). The incident wave has \(q_x=k\cos\phi\) and the reflected wave \(q_x=-k\cos\phi\). Their spinors are

\[
\begin{pmatrix}1\\e^{i\phi}\end{pmatrix},\qquad
\begin{pmatrix}1\\-e^{-i\phi}\end{pmatrix},
\]

since \(-\cos\phi+i\sin\phi=-e^{-i\phi}\). In the contact the current is proportional to \(2q_x/k_c\), which must be positive for a transmitted wave. Thus \(q_x\) has the sign of \(k_c\), and the spinor is \((1,e^{i\theta})^T\) with \(\cos\theta=q_x/k_c>0\) and

\[
k_c\sin\theta=k\sin\phi .
\]

For a bipolar step \(\theta\) has the opposite sign to \(\phi\). This single sign carries the whole difference between the two polarities.

Let \(r\) and \(t\) be the reflected and transmitted amplitudes. Continuity of the two components reads

\[
1+r=t,\qquad e^{i\phi}-re^{-i\phi}=te^{i\theta}.
\]

Eliminating \(t\) and taking half the sum of the phases out of numerator and denominator,

\[
r=\frac{e^{i\phi}-e^{i\theta}}{e^{-i\phi}+e^{i\theta}}
=ie^{i\phi}\,\frac{\sin\frac{\phi-\theta}{2}}{\cos\frac{\phi+\theta}{2}} .
\]

The incident and reflected spinors carry currents \(2v\cos\phi\) and \(-2v\cos\phi\), so \(T=1-|r|^2\) without a further velocity factor. With \(\cos^2B-\sin^2A=\cos(A+B)\cos(B-A)\), \(A=(\phi-\theta)/2\) and \(B=(\phi+\theta)/2\),

\[
T=\frac{\cos\phi\cos\theta}{\cos^2\frac{\phi+\theta}{2}} .
\]

For \(k_c=k\) the angles agree and \(T=1\), as it must be when there is no step.

As \(|k_c|/k\to\infty\), \(\theta\to0\) for every incident angle, and

\[
T(\phi)=\frac{\cos\phi}{\cos^2(\phi/2)}=\frac{2\cos\phi}{1+\cos\phi}.
\]

The contact now acts as the boundary condition \(\psi_1=\psi_2\): whatever the incident direction, the electron enters with its pseudospin along \(+x\). The misalignment between that pseudospin and the incident one causes the reflection. The transmission is 0.928 at 30 degrees, 0.667 at 60 degrees and 0.296 at 80 degrees. Since \(\theta\) vanishes from either side, the polarity of the contact has dropped out.

A particle with a mass behaves differently. For a Schrödinger electron with equal mass on both sides, continuity of the wave and its slope gives \(1+r=t\) and \(k_x(1-r)=q_xt\), hence \(t=2k_x/(k_x+q_x)\) and

\[
T_{\rm Schr}=\frac{q_x}{k_x}|t|^2=\frac{4k_xq_x}{(k_x+q_x)^2}\longrightarrow\frac{4k_x}{q_x}\longrightarrow0
\]

for an infinitely deep contact. There the velocity grows with \(q_x\) and the mismatch becomes complete. In graphene the speed is \(v\) on both sides, and the mismatch is one of direction alone.

The average has to follow the way in which modes are counted. With periodic boundary conditions over a width \(W\), the allowed \(k_y\) are spaced by \(2\pi/W\), so for \(kW\gg1\) each spin and valley has \(N=2k/(2\pi/W)=kW/\pi\) incident modes. They are uniform in \(k_y\), not in angle. With \(dk_y=k\cos\phi\,d\phi\) and the evenness of \(T\),

\[
\langle T\rangle=\frac1{2k}\int_{-k}^{k}T\,dk_y
=\int_0^{\pi/2}T\cos\phi\,d\phi
=2\int_0^{\pi/2}\frac{\cos^2\phi}{1+\cos\phi}\,d\phi .
\]

Polynomial division gives \(\cos^2\phi/(1+\cos\phi)=\cos\phi-1+1/(1+\cos\phi)\). The last term equals \(\frac12\sec^2(\phi/2)\), whose integral is \(\tan(\phi/2)\), or 1 between the limits. Therefore

\[
\boxed{\langle T\rangle=2\left(1-\frac{\pi}{2}+1\right)=4-\pi\approx0.8584 .}
\]

An explicit sum over the discrete modes of a strip with \(kW=20000\) gives 0.85841. A uniform average over angle would answer a different question: writing \(T=2-2/(1+\cos\phi)\), it is \((2/\pi)(\pi-2)=2-4/\pi\approx0.727\). It is lower because it gives more weight to grazing waves, which are poorly transmitted.

A real contact has finite doping, and the correction follows from the general formula. Let \(\rho=\sin A/\cos B\), so that \(|r|^2=\rho^2\). At fixed \(\phi\),

\[
\frac{\partial\rho}{\partial\theta}
=\frac{-\cos A\cos B+\sin A\sin B}{2\cos^2B}
=-\frac{\cos\phi}{2\cos^2B}<0 .
\]

For \(k_c>k\) and \(\phi>0\), \(\theta\) lies between 0 and \(\phi\), where \(\rho\) is positive and smaller than its value at \(\theta=0\). Reflection is then weaker than for infinite doping. Thus \(4-\pi\) is a lower bound on the mean transmission of sharp unipolar steps with \(k_c>k\). For bipolar steps with \(|k_c|>k\), \(\theta\) is negative, \(\rho\) is larger, and the same number is an upper bound.

To first order \(\theta=(k/k_c)\sin\phi\). At \(\theta=0\), \(\rho=\tan(\phi/2)\), so \(\partial T/\partial\theta=-2\rho\,\partial\rho/\partial\theta=\tan(\phi/2)\cos\phi/\cos^2(\phi/2)\). Using \(\sin\phi\tan(\phi/2)=1-\cos\phi\) and \(\cos^2(\phi/2)=(1+\cos\phi)/2\),

\[
\delta T=\frac{k}{k_c}\,\frac{2\cos\phi(1-\cos\phi)}{1+\cos\phi}.
\]

With \(c=\cos\phi\), the mode average needs

\[
2\int_0^{\pi/2}\frac{c^2(1-c)}{1+c}\,d\phi
=2\int_0^{\pi/2}\left(-c^2+2c-2+\frac{2}{1+c}\right)d\phi ,
\]

whose value is \(2(-\pi/4+2-\pi+2)=8-5\pi/2\). Hence

\[
\langle T\rangle\simeq4-\pi+\left(8-\frac{5\pi}{2}\right)\frac{k}{k_c},
\qquad 8-\frac{5\pi}{2}\approx0.146 ,
\]

with the sign of \(k_c\) included. The coefficient is small, so for a sharp step the contact need not be extremely doped for \(4-\pi\) to be useful: at \(|k_c|/k=6\) it is within about 3 percent of the full result for either polarity. A finite step width adds to this error.

These results rest on the Dirac equation, which can be compared with the honeycomb lattice itself. If the step runs parallel to the zigzag rows, the two valleys lie at different conserved \(k_y\), and even an atomically abrupt step does not mix them. A nearest-neighbour tight-binding calculation with channel and contact energies of 0.0005 and 0.05 times the hopping energy, so that \(k_c/k\approx100\), gives a mean of 0.85978; the Dirac formula gives 0.85987. With the contact energy reversed in sign the values are 0.85685 and 0.85695. For other step directions a potential that is abrupt on the atomic scale can mix the valleys; making the step wide compared with the lattice constant suppresses this mixing.

This raises the question of how narrow a sharp step must be. The obvious condition, \(k_cd\ll1\) for a width \(d\), is sufficient but would be impossible to meet as \(k_c\to\infty\) at fixed \(d\). The necessary scale for a tall step follows from writing

\[
\psi=\alpha\begin{pmatrix}1\\1\end{pmatrix}
+\beta\begin{pmatrix}1\\-1\end{pmatrix},\qquad
\alpha'=i\kappa\alpha+k_y\beta,\quad
\beta'=-i\kappa\beta+k_y\alpha .
\]

The two parts move right and left, and \(k_y\) couples them. Let \(K(x)=\int_0^x\kappa\,dx'\), \(\alpha=ae^{iK}\) and \(\beta=be^{-iK}\). Then \(b'=k_ye^{2iK}a\). Deep in a highly doped contact the transmitted wave has \(b\to0\), and to first order \(a\) is constant, so

\[
\frac{\beta(0)}{\alpha(0)}=-k_y(C+iS),\qquad
C+iS=\int_0^\infty e^{2iK(x)}dx ,
\]

where the oscillating integral is understood with a weak convergence factor. A spinor \((1,e^{i\theta})^T\) has \(\beta/\alpha=(1-e^{i\theta})/(1+e^{i\theta})=-i\tan(\theta/2)\). Seen from the channel, the graded contact is therefore a sharp one with the small complex angle \(\theta=2k_y(S-iC)\). From the formula for \(r\), at \(\theta=0\),

\[
\frac{d\ln r}{d\theta}
=-\frac{i}{e^{i\phi}-1}-\frac{i}{e^{-i\phi}+1}
=-\cot\phi ,
\]

which is real. The imaginary part of \(\theta\) thus changes the phase of \(r\) but not its modulus at first order, and the real part \(2k_yS\) takes the place of \(k_y/k_c\).

For a linear unipolar ramp, \(\kappa\simeq k+Fx\) with \(F\simeq k_c/d\). The integral is decided at \(x\sim F^{-1/2}\). There the phase from \(k\) is of order \(kF^{-1/2}\), negligible if \(k\sqrt{d/k_c}\ll1\), and this region lies inside the ramp if \(k_cd\gg1\). Then \(2K\simeq Fx^2\), \(S=\frac12\sqrt{\pi/2F}\), and

\[
\langle T\rangle\simeq4-\pi+\left(8-\frac{5\pi}{2}\right)
k\sqrt{\frac{\pi d}{2k_c}} .
\]

For a bipolar ramp \(S\) is negative, so the correction has the opposite sign, with \(|k_c|\) under the root. The sharpness condition for a tall ramp of either polarity is therefore \(k\sqrt{d/|k_c|}\ll1\). The same condition appears in terms of local plane waves, whose direction obeys \(\sin\theta=k_y/\kappa(x)\). This direction turns mainly near the foot of the ramp, where \(\kappa\) is comparable with \(k\); farther up, it is already nearly along \(x\). The foot has a length of order \(k/F=kd/k_c\), so the phase gathered there is of order \(k^2d/k_c\ll1\), and the turn acts as an abrupt one. A transfer-matrix solution with \(k_cd=40\) and \(k\sqrt{d/k_c}=0.00158\) gives a shift of \(2.887\times10^{-4}\) above \(4-\pi\), against \(2.894\times10^{-4}\) from the formula. That ramp is about six contact wavelengths \(2\pi/k_c\) long, yet it transmits almost as an abrupt step.

For an example, let the contact be graphene under silver, a metal that binds graphene weakly, leaves its Dirac cone largely intact and dopes it n-type. Take \(v=10^6\) m/s, so \(\hbar v=0.6582\) eV nm, a contact Fermi energy of 0.30 eV and an n-type channel at 0.05 eV. These are rough typical parameters, not a calculation of the silver interface. They give

\[
k=\frac{0.05}{0.6582}=0.0760\ {\rm nm^{-1}},\qquad
k_c=\frac{0.30}{0.6582}=0.456\ {\rm nm^{-1}} .
\]

With four spin and valley copies the density is \(k^2/\pi\), or \(1.84\times10^{11}\) cm\(^{-2}\) in the channel and \(6.6\times10^{12}\) cm\(^{-2}\) in the contact. The channel has \(k/\pi=24.2\) modes per micrometre for each spin and valley. Each fully transmitted mode contributes \(e^2/h\), so

\[
\frac GW=\frac{4e^2}{h}\,\frac k\pi\,\langle T\rangle,\qquad
RW=\frac{h}{4e^2}\,\frac{\pi}{k}\,\frac1{\langle T\rangle}.
\]

At \(\langle T\rangle=1\) the second expression is 266.9 Ω µm. This part comes from the finite number of channel modes and survives a perfect interface. The infinite-doping result gives \(266.9/0.8584=310.9\) Ω µm, of which the mismatch supplies 44.0 Ω µm. Because \(RW\propto1/k\) at fixed mean transmission, doubling the channel density lowers the resistance by a factor \(\sqrt2\).

Here \(k_c/k=6\). The full sharp-step formula gives \(\langle T\rangle=0.8823\), and the first-order one \(0.8584+0.1460/6=0.8827\). The resistance falls to 302.5 Ω µm, so treating the contact as infinitely doped overstates the sharp-step resistance by about 3 percent of the latter. A p-type contact with the same size of Fermi energy would give 0.8335.

Finite width separates the polarities further. With both Fermi energies fixed, unipolar linear ramps of 1, 5 and 20 nm give 0.883, 0.896 and 0.926. At 5 nm the resistance is 297.9 Ω µm. A bipolar ramp of 5 nm gives 0.812, below its sharp value. In it \(\kappa\) passes through zero, and where \(|\kappa|<|k_y|\) the equation for \(\psi\) has the growing and decaying exponents \(\pm\sqrt{k_y^2-\kappa^2}\): oblique electrons must tunnel. In the unipolar ramp \(\kappa\) never falls below \(k\), and no such barrier arises. Tunnelling is only the smaller part of the drop, however. A profile that jumps from \(k\) to \(-k\) and then follows the rest of the 5 nm bipolar ramp has no such barrier, yet it gives 0.819, also below the sharp value. The mean field in the 5 nm unipolar ramp is \(0.25\ {\rm V}/5\ {\rm nm}=0.50\) MV/cm.

The metal also gives the contact states a finite lifetime. A chosen level width of 0.03 eV makes the contact energy \(0.30+0.015i\) eV and \(\theta\) complex. The real part of \(1/k_c\) changes by a relative amount near \((0.015/0.30)^2=0.0025\), while the imaginary part does not enter \(|r|\) at first order. The computed mean accordingly barely moves, from 0.8823 to 0.8822. Lattice effects are similarly small: with a lattice constant of 0.246 nm and the hopping of 3.09 eV that reproduces \(v\), the sharp zigzag-parallel step gives 0.8820.

Temperature matters more for this weakly doped channel, since \(k_BT=0.0259\) eV at 300 K is half its Fermi energy. In the infinite-doping model the mean transmission is the same at every energy, for electrons and holes, so warming changes only the number of modes, proportional to \(|\varepsilon|\). With \(f\) the Fermi function and the chemical potential \(\mu=0.05\) eV held fixed, integration by parts gives

\[
\int_{-\infty}^{\infty}|\varepsilon|\left(-\frac{df}{d\varepsilon}\right)d\varepsilon
=\int_0^\infty f\,d\varepsilon+\int_{-\infty}^0(1-f)\,d\varepsilon
=2k_BT\ln\left(2\cosh\frac{\mu}{2k_BT}\right).
\]

Divided by \(\mu\), this is 1.14: the conductance rises by 14 percent over its zero-temperature value, and \(RW\) falls from 311 to about 273 Ω µm. The sign of the effect depends on what is held fixed. If a gate instead fixes the net density, electrons minus holes, at its zero-temperature value, \(\mu\) falls to about 0.032 eV at 300 K. The same expression, still divided by 0.05 eV, is then 0.90, and the conductance drops by about 10 percent.

Beside real devices, the contact doping is ordinary but the channel density is low. On silicon dioxide, charge inhomogeneity is roughly \(10^{11}\) to \(10^{12}\) cm\(^{-2}\), enough to destroy the picture of a uniform channel; cleaner, encapsulated graphene suits the model better. The chosen mobility of 50,000 cm\(^2\)/Vs, high for graphene on oxide, gives a mean free path \(\hbar k\mu_e/e=250\) nm, with \(\mu_e\) the mobility. This is long compared with the ramps considered, but the channel adds a resistance of its own. Its sheet resistance, the inverse of density times \(e\mu_e\), is about 680 Ω, so roughly 65 nm of channel already adds about as much as the 44 Ω µm of the mismatch. Perfect absorption by the contact is a further assumption. Carriers must still pass from the graphene into a weakly bound metal, and any resistance from an incomplete transfer is absent from the 300 Ω µm found here. That figure, moreover, belongs to one step between two reservoirs, whereas measured contact resistances are quoted per contact. For two equal, infinitely doped contacts on one ballistic channel, summing the multiple reflections without interference gives each mode the transmission \(T/(2-T)=\cos\phi\). Its mode average is \(\pi/4\), so the device has 340 Ω µm, or 170 Ω µm per contact. Measured graphene contact resistances run roughly from a hundred to over a thousand Ω µm, so the effects left out here can exceed the whole calculated value. The ramp widths used above are also chosen, not derived. Sharpness requires \(d\ll k_c/k^2\approx80\) nm here. Graphene screens weakly, so the charge induced beside a metal edge falls off slowly, roughly as the inverse distance, and this smooths the foot of the step. Linear ramps of 100 nm already give 0.96 for the unipolar and 0.50 for the bipolar case. A rough classical edge charge \(2\epsilon_0\epsilon\,\Delta V/\pi x\) per area, with \(\epsilon=2.5\), \(\Delta V\) the step height and a cutoff at 300 nm, gives about 0.99 and 0.49. With such a tail the unipolar mismatch nearly vanishes and the two polarities differ strongly. The number \(4-\pi\) describes the passage across a sharp step between two regions of graphene, not the complete metal contact.

## Calculated quantities

```
4 - pi: 0.858407
mean from matched eigenvectors: 0.858407
mean from explicit mode sum: 0.85841
uniform angle average: 0.72676
T at 0 deg, infinite contact: 1.0000
T at 30 deg, infinite contact: 0.9282
T at 60 deg, infinite contact: 0.6667
T at 80 deg, infinite contact: 0.2959
first-order doping coefficient: 0.14602
lattice mean, kc/k = 100: 0.85978
Dirac mean, kc/k = 100: 0.85987
lattice mean, kc/k = -100: 0.85685
Dirac mean, kc/k = -100: 0.85695
tall ramp kc*d: 40
tall ramp k*sqrt(d/kc): 0.00158
tall ramp shift, numerical: 2.887e-04
tall ramp shift, first order: 2.894e-04
Fermi velocity: 1.0e+06 m/s
channel Fermi energy: 0.05 eV
contact Fermi energy: 0.30 eV
hbar*v: 0.6582 eV nm
channel wavenumber: 0.07596 1/nm
contact wavenumber: 0.45578 1/nm
channel density: 1.837e+11 1/cm2
contact density: 6.612e+12 1/cm2
modes per spin and valley: 24.18 per um
resistance*width at T=1: 266.9 ohm um
resistance*width at 4-pi: 310.9 ohm um
excess over T=1: 44.0 ohm um
mean T, sharp finite contact: 0.8823
first-order estimate of it: 0.8827
its resistance*width: 302.5 ohm um
mean T, sharp bipolar contact: 0.8335
mean T, 1 nm unipolar ramp: 0.8830
mean T, 5 nm unipolar ramp: 0.8960
mean T, 20 nm unipolar ramp: 0.9260
resistance*width, 5 nm ramp: 297.9 ohm um
mean T, 5 nm bipolar ramp: 0.8123
lattice constant used: 0.246 nm
hopping from v: 3.090 eV
mean T, sharp lattice step: 0.8820
contact broadening: 0.03 eV
mean T with broadening: 0.8822
temperature: 300 K
thermal energy: 0.02585 eV
thermal conductance factor: 1.1396
step field for 5 nm: 0.50 MV/cm
chosen mobility: 50000 cm2/Vs
mean free path: 250 nm
```
